# Diffuse surface resistivity of a film with a cylindrical Fermi surface

## Question

I am working on an exercise about a metal film of thickness $d$ whose Fermi surface is a circular cylinder. The cylinder axis lies in the film plane, perpendicular to the current. I have to show that diffuse surfaces raise the resistivity, to leading order, by the fraction $4\lambda/(3\pi d)$, where $\lambda$ is the bulk mean free path.

With a spherical Fermi surface I get $3\lambda/(8d)$, and I don't see what should change. I am also unsure about the boundary condition. May I set the disturbance of the re-emitted electrons to zero, or must I keep a constant that conserves particles? And how thick must a real film be before the formula is useful?

## Answer

**Setting up the transport equation**

Let the film fill $0<z<d$, with the field $E$ and the current along $x$ and the cylinder axis along $y$. An unwarped cylinder has no velocity along its axis, so

$$\mathbf v=v_F(\cos\phi,0,\sin\phi),$$

with $\phi$ uniformly distributed. This is what changes from the sphere: the velocities fill a circle in the $xz$ plane. I assume degenerate, semiclassical electrons with a constant relaxation time $\tau$, and $\lambda=v_F\tau$.

Write the distribution as $f=f_0+\delta f$. Electrons have charge $-e$, and bulk collisions relax $\delta f$ towards its angular average $\langle\delta f\rangle$, which conserves particles. To first order in $E$,

$$v_z\frac{\partial\,\delta f}{\partial z}+eEv_x\left(-\frac{\partial f_0}{\partial\varepsilon}\right)=-\frac{\delta f-\langle\delta f\rangle}{\tau}.$$

Substitute $\delta f=-eE\lambda(-\partial f_0/\partial\varepsilon)\,g$ and divide by $-eEv_F(-\partial f_0/\partial\varepsilon)$. Since $\lambda/\tau=v_F$,

$$\lambda\sin\phi\,\frac{\partial g}{\partial z}+g-\langle g\rangle=\cos\phi .$$

In the bulk $g=\cos\phi$. The current density is proportional to $\langle g\cos\phi\rangle$, which is $1/2$ in the bulk, so the local conductivity relative to the bulk value $\sigma_0$ is $2\langle g\cos\phi\rangle$.

**The boundary condition**

A diffuse wall re-emits electrons with $g=C$, independent of angle. The constant $C$ is the flux-weighted average of the arriving $g$, so that no particles are lost. Try $C=0$ and $\langle g\rangle=0$. For electrons leaving the lower wall, $\sin\phi>0$ and $g(0)=0$, so

$$g=\cos\phi\left[1-e^{-z/(\lambda\sin\phi)}\right].$$

For electrons leaving the upper wall, replace $z$ by $d-z$ and $\sin\phi$ by $|\sin\phi|$.

This trial solution changes sign under $\phi\to\pi-\phi$, which reverses $v_x$ and keeps $v_z$. Hence $\langle g\rangle=0$, and the arriving flux $\langle|\sin\phi|\,g\rangle$, taken over arriving directions, also vanishes. Both assumptions are therefore satisfied. The transverse current is zero for the same reason, so no transverse field is needed.

Could there be another solution? The difference $w$ of two solutions obeys the equation without its source. Multiply by $w$, average over angle and integrate over depth:

$$\frac{\lambda}{2}\Big[\langle\sin\phi\,w^2\rangle\Big]_0^d+\int_0^d\left(\langle w^2\rangle-\langle w\rangle^2\right)dz=0 .$$

At each wall the emitted value is a weighted mean of the arriving values, and the square of a mean cannot exceed the mean of the squares. The first term is therefore non-negative. So is the second, and both must vanish. Then $w$ does not depend on angle, and the transport equation makes it independent of $z$ too. Such a uniform density shift is excluded by neutrality and carries no current. You may indeed set $C=0$, because particle conservation itself gives that value.

**Averaging over the film**

Let $s=|\sin\phi|$. The depth average of the bracket is

$$\frac1d\int_0^d\left(1-e^{-u/(\lambda s)}\right)du
=1-\frac{\lambda s}{d}\left(1-e^{-d/(\lambda s)}\right).$$

Multiply by $2\cos^2\phi$ and average over angle. The four quadrants contribute equally, so $\langle\cdots\rangle=(2/\pi)\int_0^{\pi/2}\cdots d\phi$, and

$$\frac{\sigma}{\sigma_0}=1-\frac{4\lambda}{\pi d}\int_0^{\pi/2}\cos^2\phi\,\sin\phi\left(1-e^{-d/(\lambda\sin\phi)}\right)d\phi .$$

For the part without the exponential, put $q=\cos\phi$:

$$\int_0^{\pi/2}\cos^2\phi\,\sin\phi\,d\phi=\int_0^1q^2\,dq=\frac13 .$$

Define $a=4\lambda/(3\pi d)$. Then $\sigma/\sigma_0=1-a+R$, where $R$ comes from the exponential. Because $\sin\phi\le1$, that exponential is at most $e^{-d/\lambda}$, which gives

$$0<R<a\,e^{-d/\lambda}.$$

The field is uniform across the film, so the film resistivity is the inverse of the averaged conductivity. For $d\gg\lambda$,

$$\frac{\rho}{\rho_0}-1=\frac{1}{1-a+R}-1=a+a^2+\cdots
=\frac{4\lambda}{3\pi d}+O\!\left(\frac{\lambda^2}{d^2}\right).$$

Here $\rho_0=1/\sigma_0$ is the bulk resistivity along the same direction.

**What the coefficient means**

In a thick film, the electrons arriving at a wall carry their bulk disturbance and those leaving carry none. The current density at the surface is therefore half the bulk value. The total loss at each wall equals that of a dead layer of thickness $2\lambda/(3\pi)$, and two such layers give $a$.

For a sphere, the bulk average of $n_x^2$ is $1/3$, where $\mathbf n$ is the velocity direction. The variable $u=|n_z|$ is uniform between 0 and 1, and at fixed $u$ the mean of $n_x^2$ is $(1-u^2)/2$. The coefficient is

$$3\int_0^1\frac{1-u^2}{2}\,u\,du=\frac38=0.375,$$

compared with $4/(3\pi)=0.424$ for your cylinder. At equal $\lambda/d$, your leading increase is about 13% larger than the sphere's. If the cylinder axis instead pointed along the film normal, $v_z$ would vanish and this model would give no surface contribution.

If a fraction $p$ reflects specularly, electrons leave a wall of a thick film with $g=p\cos\phi$. The bracket becomes $1-(1-p)e^{-z/(\lambda s)}$, so the leading increase is multiplied by $1-p$.

**Numbers for a layered metal**

PdCoO$_2$ is a useful case because its conduction is nearly two-dimensional. I use rough values for room temperature: Fermi wavenumber $k_F=9.5\ \mathrm{nm^{-1}}$, layer spacing $b=0.60$ nm and $\rho_0=3.0\ \mu\Omega\,\mathrm{cm}$.

Each layer holds $k_F^2/(2\pi)$ electrons per area, counting both spins, so $n=k_F^2/(2\pi b)$. With $\sigma_0=ne^2\tau/m$ and $mv_F=\hbar k_F$,

$$\sigma_0=\frac{ne^2\lambda}{\hbar k_F}=\frac{e^2k_F\lambda}{hb},
\qquad \rho_0\lambda=\frac{h}{e^2}\frac{b}{k_F}.$$

With $h/e^2=25.8\ \mathrm{k\Omega}$, this product is $163\ \mu\Omega\,\mathrm{cm\,nm}$, and $\lambda=163/3.0=54.3$ nm. For $d=500$ nm,

$$a=0.424\times\frac{54.3}{500}=4.6\%,$$

or $0.14\ \mu\Omega\,\mathrm{cm}$. Numerical quadrature of the full angular integral gives 4.8%. These percentages are only as good as $\rho_0$: taking $2.6\ \mu\Omega\,\mathrm{cm}$ instead gives $\lambda=63$ nm and $a=5.3\%$, with the same absolute increase.

The same calculation at other thicknesses, with $\lambda$ held fixed, gives these resistivity increases:

| $d$ (nm) | $a$ | $a/(1-a)$ | full integral |
|---:|---:|---:|---:|
| 50 | 46% | 86% | 58% |
| 100 | 23.1% | 30.0% | 27.8% |
| 200 | 11.5% | 13.0% | 13.0% |
| 500 | 4.6% | 4.8% | 4.8% |
| 1000 | 2.3% | 2.4% | 2.4% |

At 100 nm the leading law is low by about 17% of the full increase, and at 200 nm by about 11%. Inverting $1-a$ does much better once $d$ is several times $\lambda$, because it omits only $R$. At 50 nm, where $d<\lambda$, it overshoots badly.

**How far a real film may differ**

In a PdCoO$_2$ film whose layers lie parallel to the substrate, the cylinder axis points along the film normal. Your geometry needs upright layers. It also describes the side walls of a line cut from a film with flat-lying layers, with $d$ then the line width. A dimension of 500 nm is far larger than the tens of nanometres or less of dense interconnects, where the leading law should not be used for this $\lambda$.

The circular cross-section is a serious simplification, since the real one is closer to a rounded hexagon. Suppose $\lambda$ is the same all around it, and the cross-section is mirror-symmetric about the film normal, so that the boundary argument above still holds. A contour element $d\ell$ contributes $\lambda n_x^2\,d\ell$ to the bulk conductivity and $(\lambda^2/d)n_x^2|n_z|\,d\ell$ to the leading loss. Take six equivalent directions, one at angle $\alpha$ from the normal. The mirror symmetry allows two distinct orientations, $\alpha=0$ and $\alpha=\pi/6$. Opposite directions contribute equally, leaving $\theta=\alpha,\ \alpha\pm\pi/3$, all with $\cos\theta\ge0$. Using $\sin^2\theta\cos\theta=(\cos\theta-\cos3\theta)/4$, their coefficient is

$$\frac23\sum_\theta\sin^2\theta\cos\theta=\frac{2\cos\alpha+\cos3\alpha}{6}.$$

It equals $0.500$ at $\alpha=0$ and $0.289$ at $\alpha=\pi/6$. At $d=500$ nm and fixed $\lambda$, a sharp hexagon therefore gives a leading increase of 5.4% with two faces normal to $z$, or 3.1% when turned by $30^\circ$. Rounding narrows this range: a contour of radius $k_0(1+0.032\cos6\theta)$ gives coefficients of about $0.46$ and $0.37$. If $\rho_0$ and the enclosed area are fixed instead, the hexagon's 5% longer perimeter shortens $\lambda$, and lowers both increases, by about 5% of their values.

The scattering law matters too. The $\lambda$ obtained from $\rho_0$ is a transport mean free path, while $4/(3\pi)$ assumes that every angular harmonic of $g$ relaxes at the same rate. At fixed transport $\lambda$, the coefficient falls from 0.424 to 0.363 if the higher harmonics relax twice as fast as the current, and to about 0.30 for small-angle scattering.

Grain boundaries can have an effect of similar size. Model them as planes perpendicular to the current, with an assumed Mayadas–Shatzkes parameter $r=0.2$ and spacing $D=500$ nm. The Mayadas–Shatzkes form of the scattering rate is $(1/\tau)(1+A/|\cos\phi|)$, where

$$A=\frac{\lambda r}{D(1-r)}=\frac{54.3\times0.2}{500\times0.8}=0.027.$$

Averaging $2\cos^2\phi/(1+A/|\cos\phi|)$ numerically and inverting gives a 3.4% resistivity increase from the grains alone. Take this as an order of magnitude, because $r$ in this form is not the actual reflection probability. Each reflection changes $g$ by $2\cos\phi$, so a weak delta barrier that reflects a fraction $r$ at normal incidence adds $2A/(\tau|\cos\phi|)$ to the rate. Solving the transport equation with evenly spaced planes gives 6.6% for a delta barrier reflecting 20% at normal incidence, and 4.6% if 20% is reflected at every angle.

Temperature acts mainly through $\lambda$. If $\rho_0\propto T$, a rough assumption, then at 378 K $\lambda$ falls to 43 nm and the leading increase to 3.7%. The absolute increase stays at $0.14\ \mu\Omega\,\mathrm{cm}$, because $\rho_0\lambda$ is fixed by $b$ and $k_F$. Size quantization should be minor at 500 nm, where about $k_Fd/\pi\approx1500$ transverse subbands are occupied.
